# Why U and J Do Not Mean the Same in Every Code: a numerical check

```python
# Result under test: for a d shell with Slater integrals F0, F2, F4, the shell
# parameters U_s = F0 and J_s = (F2+F4)/14 differ from the Kanamori parameters
# U_K = (aa|aa), J_K = (ab|ab) of real t2g orbitals:
#   U_K = U_s + (8/7) J_s for every F4/F2,
#   J_K = (632/819) J_s at F4/F2 = 0.625.
# (ab|cd) is the Coulomb integral of the densities a*b and c*d.
# Orbital order: xy, yz, z2, xz, x2-y2. Model energies are in eV.
import numpy as np
from scipy.special import eval_legendre
from scipy import constants
from pyscf import gto

XY, YZ, Z2, XZ, X2Y2 = range(5)
T2G = [XY, YZ, XZ]
RATIO = 0.625

# Angular factors from quadrature on the sphere, exact for these polynomials.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = [g.ravel() for g in np.meshgrid(cos_nodes, phi, indexing="ij")]
weight = np.repeat(cos_weights, 16) * 2 * np.pi / 16
st = np.sqrt(1 - ct**2)
x, y, z = st * np.cos(ph), st * np.sin(ph), ct
norm = np.sqrt(15 / (4 * np.pi))
orbitals = norm * np.array([x * y, y * z, (3 * z**2 - 1) / (2 * np.sqrt(3)),
                            x * z, (x**2 - y**2) / 2])
assert np.allclose((orbitals * weight) @ orbitals.T, np.eye(5), atol=1e-12)
pairs = orbitals[:, None, :] * orbitals[None, :, :] * weight
cos_between = np.outer(x, x) + np.outer(y, y) + np.outer(z, z)
angular = {k: np.einsum("abg,gh,cdh->abcd", pairs,
                        eval_legendre(k, cos_between), pairs, optimize=True)
           for k in (0, 2, 4)}


def coulomb(f0, f2, f4):
    return f0 * angular[0] + f2 * angular[2] + f4 * angular[4]


def from_shell(u_shell, j_shell, ratio=RATIO):
    f2 = 14 * j_shell / (1 + ratio)
    return coulomb(u_shell, f2, ratio * f2)


def direct(v):
    return np.einsum("aabb->ab", v).real


def exchange(v):
    return np.einsum("abba->ab", v).real


def slater_integrals(radial_density, r_max):
    # Inner radius written as r*t with 0 < t < 1, so the integrand is smooth.
    nodes, weights = np.polynomial.legendre.leggauss(140)
    t, wt = (nodes + 1) / 2, weights / 2
    r, wr = r_max * t, r_max * wt
    charge = np.sum(wr * radial_density(r))
    inner = radial_density(np.outer(r, t))
    return [2 * np.sum(wr * radial_density(r) * (inner @ (wt * t**k)))
            / charge**2 for k in (0, 2, 4)]


# Analytic Gaussian integrals, which use no multipole expansion.
mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [1.0, 1.0]]]}, spin=1, verbose=0)
assert np.allclose(mol.intor("int1e_ovlp_sph"), np.eye(5), atol=1e-10)
gauss_f = slater_integrals(lambda r: r**6 * np.exp(-2 * r**2), 8.0)
gauss_error = np.max(np.abs(mol.intor("int2e_sph").reshape(5, 5, 5, 5)
                            - coulomb(*gauss_f)))
assert gauss_error < 1e-8
hydro_f = slater_integrals(lambda r: r**6 * np.exp(-2 * r / 3), 100.0)
hydro_ratio = hydro_f[2] / hydro_f[1]

# Coefficients of F2 and F4 in the Kanamori parameters.
coefficients = {}
for label, a, b, derived_u, derived_up, derived_j in (
        ("t2g", XZ, YZ, (36, 36), (-18, -4), (27, 20)),
        ("eg", Z2, X2Y2, (36, 36), (-36, 6), (36, 15))):
    found = [[441 * angular[k][i] for k in (2, 4)]
             for i in ((a, a, a, a), (a, a, b, b), (a, b, a, b))]
    assert np.allclose(found, [derived_u, derived_up, derived_j], atol=1e-9)
    coefficients[label] = found
for a in range(5):
    assert np.allclose([angular[k][a, a, a, a] for k in (2, 4)], 4 / 49)

# Shell averages in real, complex and randomly rotated orbitals.
u_shell, j_shell = 4.0, 0.8
v_shell = from_shell(u_shell, j_shell)
to_complex = np.zeros((5, 5), complex)      # columns: m = 0, 1, -1, 2, -2
to_complex[Z2, 0] = 1
for col, sign in ((1, 1), (2, -1)):
    to_complex[XZ, col], to_complex[YZ, col] = 1, sign * 1j
    to_complex[X2Y2, col + 2], to_complex[XY, col + 2] = 1, sign * 1j
to_complex[:, 1:] /= np.sqrt(2)
rng = np.random.default_rng(3)
random_unitary = np.linalg.qr(rng.normal(size=(5, 5))
                              + 1j * rng.normal(size=(5, 5)))[0]
off_diagonal = ~np.eye(5, dtype=bool)
for rotation in (np.eye(5), to_complex, random_unitary):
    rotated = np.einsum("ia,jb,kc,ld,ijkl->abcd", rotation.conj(), rotation,
                        rotation.conj(), rotation, v_shell, optimize=True)
    mean_u = direct(rotated).mean()
    mean_diff = (direct(rotated) - exchange(rotated))[off_diagonal].mean()
    assert abs(mean_u - u_shell) < 1e-10
    assert abs(mean_diff - (u_shell - j_shell)) < 1e-10
    if rotation is to_complex:
        complex_diagonal = np.diag(direct(rotated))[[0, 1, 3]]

# Conversion for several ratios, read from the numerical tensor.
table = []
for ratio in (0.55, RATIO, 0.70, hydro_ratio):
    unit = from_shell(0.0, 1.0, ratio)
    shift = unit[XY, XY, XY, XY]
    jt, je = unit[XZ, YZ, XZ, YZ], unit[Z2, X2Y2, Z2, X2Y2]
    assert abs(shift - 8 / 7) < 1e-10
    assert abs(jt - 2 / 63 * (27 + 20 * ratio) / (1 + ratio)) < 1e-10
    assert abs(je - 2 / 63 * (36 + 15 * ratio) / (1 + ratio)) < 1e-10
    assert abs(exchange(unit)[off_diagonal].mean() - 5 / 7) < 1e-10
    table.append((ratio, shift, jt, je))
assert abs(table[1][2] - 632 / 819) < 1e-10
assert abs(table[1][3] - 242 / 273) < 1e-10


def kanamori(u, j, size=3):
    v = np.zeros((size,) * 4)
    for a in range(size):
        for b in range(size):
            if a == b:
                v[a, a, a, a] = u
            else:
                v[a, a, b, b] = u - 2 * j
                v[a, b, a, b] = v[a, b, b, a] = j
    return v


u_kan = v_shell[XY, XY, XY, XY]
j_kan = v_shell[XZ, YZ, XZ, YZ]
j_eg = v_shell[Z2, X2Y2, Z2, X2Y2]
v_t2g = v_shell[np.ix_(T2G, T2G, T2G, T2G)]
assert np.allclose(v_t2g, kanamori(u_kan, j_kan), atol=1e-10)

# The five-orbital tensor contains elements absent from any Kanamori form.
allowed = kanamori(10.0, 1.0, 5) != 0
outside = np.max(np.abs(v_shell[~allowed]))
pair_exchange = exchange(v_shell)[off_diagonal]
assert outside > 0.01 and np.ptp(pair_exchange) > 0.01

# Fermion operators for three orbitals with two spins.
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
annihilate = []
for p in range(6):
    op = np.eye(1)
    for q in range(6):
        op = np.kron(op, parity if q < p else lower if q == p else np.eye(2))
    annihilate.append(op)
electron_count = np.rint(np.diag(sum(c.T @ c for c in annihilate))).astype(int)


def shell_levels(v):
    h = np.zeros((64, 64))
    for a, b, c, d in np.argwhere(np.abs(v) > 1e-12):
        for s in (0, 1):
            for t in (0, 1):
                h += 0.5 * v[a, b, c, d] * (
                    annihilate[2 * a + s].T @ annihilate[2 * c + t].T
                    @ annihilate[2 * d + t] @ annihilate[2 * b + s])
    return [np.linalg.eigvalsh(h[np.ix_(electron_count == n,
                                        electron_count == n)])
            for n in range(7)]


def charge_gap(levels, n):
    return levels[n + 1][0] + levels[n - 1][0] - 2 * levels[n][0]


correct = shell_levels(v_t2g)
mistaken = shell_levels(kanamori(u_shell, j_shell))
for levels, u, j in ((correct, u_kan, j_kan), (mistaken, u_shell, j_shell)):
    assert abs(charge_gap(levels, 1) - (u - 3 * j)) < 1e-9
    assert abs(charge_gap(levels, 3) - (u + 2 * j)) < 1e-9
    expected = [u - 3 * j] * 9 + [u - j] * 5 + [u + 2 * j]
    assert np.allclose(levels[2], expected, atol=1e-9)

# Inverse conversion, checked by rebuilding the Coulomb tensor.
u_target, j_target = 4.0, 0.6
j_back = 819 / 632 * j_target
u_back = u_target - 117 / 79 * j_target
v_back = from_shell(u_back, j_back)
assert abs(v_back[XY, XY, XY, XY] - u_target) < 1e-10
assert abs(v_back[XZ, YZ, XZ, YZ] - j_target) < 1e-10

hartree_ev = constants.value("Hartree energy in eV")
f2 = 14 * j_shell / (1 + RATIO)
print(f"Gaussian integral check, max error: {gauss_error:.1e} hartree")
print(f"F4/F2, single Gaussian d orbital: {gauss_f[2] / gauss_f[1]:.4f}")
print(f"F4/F2, hydrogen-like 3d orbital: {hydro_ratio:.4f}")
for label, rows in coefficients.items():
    for name, row in zip(("U", "U'", "J"), rows):
        print(f"{label} {name}: 441 x coefficients of F2, F4: "
              f"{row[0]:.3f}, {row[1]:.3f}")
print("Ratio F4/F2, (U_K-U_s)/J_s, J_K/J_s, J_eg/J_s:")
for row in table:
    print("  " + "  ".join(f"{value:.5f}" for value in row))
print(f"Input U_s = {u_shell:.3f} eV, J_s = {j_shell:.3f} eV")
print(f"Input F4/F2 = {RATIO:.3f}")
print(f"F2 = {f2:.4f} eV, F4 = {RATIO * f2:.4f} eV")
print(f"U_K = {u_kan:.4f} eV = {u_kan / hartree_ev:.5f} hartree")
print(f"J_K = {j_kan:.4f} eV = {j_kan / hartree_ev:.5f} hartree")
print(f"t2g U' = {v_shell[XZ, XZ, YZ, YZ]:.4f} eV")
print(f"J_eg = {j_eg:.4f} eV")
print(f"Mean direct term within t2g: {direct(v_t2g).mean():.4f} eV")
print(f"Mean exchange, distinct real d pairs: {pair_exchange.mean():.4f} eV")
print(f"Smallest pair exchange: {pair_exchange.min():.4f} eV")
print(f"Largest pair exchange: {pair_exchange.max():.4f} eV")
print(f"Largest non-Kanamori d-shell element: {outside:.4f} eV")
for m, value in enumerate(complex_diagonal):
    print(f"Self-repulsion of complex orbital |m|={m}: {value:.4f} eV")
for n in (1, 3):
    good, bad = charge_gap(correct, n), charge_gap(mistaken, n)
    print(f"N={n} gap: correct {good:.4f} eV, mistaken {bad:.4f} eV")
    print(f"N={n} gap error: {bad - good:+.4f} eV "
          f"({100 * (bad / good - 1):+.1f} percent)")
for name, levels in (("correct", correct), ("mistaken", mistaken)):
    e = levels[2]
    print(f"N=2 levels, {name}: {e[0]:.4f}, {e[9]:.4f}, {e[14]:.4f} eV")
print(f"Inverse input: U_K = {u_target:.3f} eV, J_K = {j_target:.3f} eV")
print(f"Inverse result: U_s = {u_back:.4f} eV, J_s = {j_back:.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Gaussian integral check, max error: 1.1e-14 hartree
F4/F2, single Gaussian d orbital: 0.6923
F4/F2, hydrogen-like 3d orbital: 0.6522
t2g U: 441 x coefficients of F2, F4: 36.000, 36.000
t2g U': 441 x coefficients of F2, F4: -18.000, -4.000
t2g J: 441 x coefficients of F2, F4: 27.000, 20.000
eg U: 441 x coefficients of F2, F4: 36.000, 36.000
eg U': 441 x coefficients of F2, F4: -36.000, 6.000
eg J: 441 x coefficients of F2, F4: 36.000, 15.000
Ratio F4/F2, (U_K-U_s)/J_s, J_K/J_s, J_eg/J_s:
  0.55000  1.14286  0.77829  0.90630
  0.62500  1.14286  0.77167  0.88645
  0.70000  1.14286  0.76564  0.86835
  0.65217  1.14286  0.76942  0.87970
Input U_s = 4.000 eV, J_s = 0.800 eV
Input F4/F2 = 0.625
F2 = 6.8923 eV, F4 = 4.3077 eV
U_K = 4.9143 eV = 0.18060 hartree
J_K = 0.6173 eV = 0.02269 hartree
t2g U' = 3.6796 eV
J_eg = 0.7092 eV
Mean direct term within t2g: 4.0912 eV
Mean exchange, distinct real d pairs: 0.5714 eV
Smallest pair exchange: 0.3419 eV
Largest pair exchange: 0.7092 eV
Largest non-Kanamori d-shell element: 0.3181 eV
Self-repulsion of complex orbital |m|=0: 4.9143 eV
Self-repulsion of complex orbital |m|=1: 4.2969 eV
Self-repulsion of complex orbital |m|=2: 4.5724 eV
N=1 gap: correct 3.0623 eV, mistaken 1.6000 eV
N=1 gap error: -1.4623 eV (-47.8 percent)
N=3 gap: correct 6.1490 eV, mistaken 5.6000 eV
N=3 gap error: -0.5490 eV (-8.9 percent)
N=2 levels, correct: 3.0623, 4.2969, 6.1490 eV
N=2 levels, mistaken: 1.6000, 3.2000, 5.6000 eV
Inverse input: U_K = 4.000 eV, J_K = 0.600 eV
Inverse result: U_s = 3.1114 eV, J_s = 0.7775 eV
ALL CHECKS PASSED
```
